\section*{Magnetoelastic perpendicular anisotropy of a biaxially strained cubic film, part 2}

Can the strain imposed by a substrate turn a film's magnetization upright? The film is a cubic $(001)$ crystal with cube axes along $x,y,z$ and normal along $z$. A thick, stiff substrate fixes $e_{xx}=e_{yy}=\varepsilon_0$ and $e_{xy}=0$; the other tensor strains $e_{ij}$ are free. Tension has $\varepsilon_0>0$, measured from the demagnetized cubic lattice. The stiffnesses are $c_{11},c_{12},c_{44}$, with shear energy $2c_{44}(e_{xy}^2+e_{yz}^2+e_{zx}^2)$. All energies $E$ are per volume.

The unit magnetization $\boldsymbol\alpha$ lies at angle $\theta$ from the normal, and $s=\alpha_z^2$. The constants $B_1,B_2$ define the magnetoelastic energy:
\begin{align}
E_{\rm me}={}&B_1\sum_i\left(\alpha_i^2-\tfrac13\right)e_{ii}\nonumber\\
&+2B_2(\alpha_x\alpha_ye_{xy}+\alpha_y\alpha_ze_{yz}+\alpha_z\alpha_xe_{zx}).
\label{me}
\end{align}

To first order, the normal strain is $e_{zz}^{(0)}=-2c_{12}\varepsilon_0/c_{11}=-2\nu\varepsilon_0/(1-\nu)$, where $\nu=c_{12}/(c_{11}+c_{12})$ is the Poisson ratio along a cube axis. The anisotropy energy is $K_{\rm me}\sin^2\theta$, so positive $K_{\rm me}$ favours the normal, with
\begin{equation}
K_{\rm me}=B_1\varepsilon_0F=-\tfrac32\lambda_{100}\sigma,
\qquad F=1+\frac{2c_{12}}{c_{11}}.
\end{equation}
Here $\sigma=\varepsilon_0(c_{11}-c_{12})(c_{11}+2c_{12})/c_{11}$ is the in-plane stress. The magnetostriction $\lambda_{100}$ is the strain of a free crystal along $[100]$ when magnetized along $[100]$, relative to the demagnetized crystal, and $B_1=-\tfrac32\lambda_{100}(c_{11}-c_{12})$.

Minimizing the elastic and magnetoelastic energies together over the free strains gives
\begin{align}
E={}&\text{constant}-K_{\rm me}s
-\frac{B_1^2}{2c_{11}}\left(s-\tfrac13\right)^2\nonumber\\
&-\frac{B_2^2}{2c_{44}}s(1-s).
\label{full}
\end{align}
Between magnetization along $[100]$ ($s=0$) and $[001]$ ($s=1$), the difference is
\begin{align}
E_{[100]}-E_{[001]}
&=K_{\rm me}+\frac{B_1^2}{2c_{11}}
\left(\frac49-\frac19\right)\nonumber\\
&=K_{\rm me}+\frac{B_1^2}{6c_{11}} .
\label{difference}
\end{align}

Q: Here your choice of $-\tfrac13$ has become physical. Had you used $\alpha_i^2$, the bracket would have been $1-0$, and the correction $B_1^2/(2c_{11})$. Which is right?

A: Both, if the strain is measured consistently. With $\alpha_i^2$ in the energy, the demagnetized crystal feels an average magnetic stress from $B_1/3$ on each axis. Its mean strain $\delta$ along each cube axis obeys $(c_{11}+2c_{12})\delta+B_1/3=0$, so
\begin{equation}
\delta=-\frac{B_1}{3(c_{11}+2c_{12})}.
\end{equation}
The same film then has in-plane strain $\varepsilon_0+\delta$ relative to the new reference. Since $F=(c_{11}+2c_{12})/c_{11}$, the first-order term changes by $B_1\delta F=-B_1^2/(3c_{11})$. Together with your correction this gives
\begin{equation}
-\frac{B_1^2}{3c_{11}}+\frac{B_1^2}{2c_{11}}
=\frac{B_1^2}{6c_{11}},
\end{equation}
as before. What must not be mixed is a strain measured from one reference with an energy written for the other.

Q: A positive $K_{\rm me}$ still does not make the film perpendicular. Its own magnetic field pulls the moment into the plane.

A: For a uniformly magnetized film much wider than it is thick, the normal component of the flux density is continuous and vanishes outside. Inside, $\mu_0(H_z+M_s\alpha_z)=0$, where $M_s$ is the saturation magnetization, so $H_z=-M_s\alpha_z$. The self-energy density is
\begin{equation}
-\tfrac12\mu_0\mathbf M\cdot\mathbf H
=K_{\rm sh}\alpha_z^2,\qquad
K_{\rm sh}=\tfrac12\mu_0M_s^2 .
\end{equation}
The half avoids counting each interaction between moments twice. Since $\alpha_z^2=1-\sin^2\theta$, the shape energy subtracts from the uniaxial constant:
\begin{equation}
K_{\rm net}=K_{\rm me}-K_{\rm sh}.
\end{equation}
The infinite-film field is a good approximation away from the edges: at the centre of a disc 20 nm thick and $5\,\mu$m in radius, integrating the field of the two charged faces gives 0.998 of it. A narrow memory cell needs its own shape factor.

Q: And the ordinary cubic anisotropy? You have not mentioned it at all.

A: Add
\begin{equation}
E_c=K_1(\alpha_x^2\alpha_y^2+\alpha_y^2\alpha_z^2+\alpha_z^2\alpha_x^2),
\end{equation}
with $K_1$ defined at fixed reference strain. It is zero along every cube axis, so it does not alter Eq.~(\ref{difference}). It does alter the path between the axes. For a tilt from $[001]$ towards $[100]$, write $a=\sin\theta$. Leaving out the small second-order magnetoelastic terms, the energy relative to the normal in an in-plane field is
\begin{equation}
\Delta E=K_{\rm net}a^2+K_1a^2(1-a^2)-M_sBa ,
\end{equation}
where $B=\mu_0H$ is the applied field in tesla. At small $a$ the quartic term can be dropped. Setting the derivative to zero gives
\begin{equation}
a\simeq\frac{M_sB}{2(K_{\rm net}+K_1)} .
\label{tilt}
\end{equation}
If both constants are positive, the zero-field energy is positive for every tilt in this plane. The same holds at other azimuths, because each term of $E_c$ is then non-negative. The normal is therefore the easy axis. A negative $K_1$ could make a tilted direction easier, so positive $K_{\rm net}$ alone is not a general criterion.

Q: Give me a real material, with numbers that I can follow.

A: Take cobalt ferrite on MgO$(001)$ at 300 K. The inputs are rough typical values. The film's bulk lattice spacing is 0.8392 nm, and twice the MgO spacing is 0.8424 nm. The stiffnesses are $c_{11}=260$, $c_{12}=150$ and $c_{44}=90$ GPa. The magnetic inputs are $\lambda_{100}=-300$ ppm, $M_s=400$ kA/m and $K_1=200$ kJ/m$^3$. The strains are
\begin{align}
\varepsilon_0&=\frac{0.8424}{0.8392}-1=0.381\%,\nonumber\\
e_{zz}^{(0)}&=-\frac{2(150)}{260}(0.381\%)=-0.440\%.
\end{align}
The normal lattice spacing falls to $0.8392(1-0.00440)=0.8355$ nm. The contraction is larger than the in-plane stretch because the Poisson ratio, $150/(260+150)=0.366$, exceeds one third, the value at which $2\nu/(1-\nu)=1$.

The magnetoelastic constant and the relaxation factor are
\begin{align}
B_1&=-\tfrac32(-300\times10^{-6})(110\ {\rm GPa})
=49.5\ {\rm MJ/m^3},\nonumber\\
F&=1+\frac{300}{260}=2.154 .
\end{align}
Therefore
\begin{equation}
K_{\rm me}=(49.5\ {\rm MJ/m^3})(0.003813)(2.154)
\simeq407\ {\rm kJ/m^3},
\end{equation}
or about 4.07 Merg/cm$^3$. Suppressing the normal strain would leave 189 kJ/m$^3$, so Poisson relaxation supplies 54\% of this anisotropy. The route through stress agrees: $\sigma=0.903$ GPa, and $\tfrac32(300\times10^{-6})(0.903\ {\rm GPa})$ is 406 kJ/m$^3$, the same within rounding.

Q: Does it survive the shape energy?

A: For this magnetization $K_{\rm sh}=\tfrac12\mu_0M_s^2=100.5$ kJ/m$^3$, which leaves
\begin{equation}
K_{\rm net}=406.5-100.5=306\ {\rm kJ/m^3},
\end{equation}
or 3.06 Merg/cm$^3$. With $K_1$ also positive, the model makes the normal the easy axis. If $K_1$ were omitted, Eq.~(\ref{tilt}) would hold up to $a=1$, and the film would saturate in the plane at $2K_{\rm net}/M_s=1.53$ T. Including $K_1$ raises the initial stiffness field $2(K_{\rm net}+K_1)/M_s$ to 2.53 T. The latter is not a saturation field: the term $-K_1a^4$ softens the film as the tilt grows. The balance $M_sB=2(K_{\rm net}+K_1)a-4K_1a^3$ has its largest right-hand side at $a^2=(K_{\rm net}+K_1)/(6K_1)$, or $a\simeq0.65$, where $B\simeq1.1$ T. At that field the uniform magnetization jumps into the plane, so for a field along $[100]$ a positive $K_1$ lowers the saturation field below 1.53 T.

Q: Could the film be trapped in the plane by that cubic term?

A: Not along $[100]$ with these values. Put $u=\sin^2\theta$. At zero field the energy is $K_{\rm net}u+K_1u(1-u)$, and its slope at $u=1$ is $K_{\rm net}-K_1=106$ kJ/m$^3$. This is positive, so a small tilt towards the normal lowers the energy. Had $K_1$ exceeded $K_{\rm net}$, this path would have had a barrier, of height $(K_1-K_{\rm net})^2/(4K_1)$ seen from the plane. The margin is not wide: reported values of $K_1$ for cobalt ferrite extend above 300 kJ/m$^3$, and with $K_1=200$ kJ/m$^3$ a loss of about 26\% of the strain already brings $K_{\rm net}$ down to $K_1$.

Q: How good was the first-order treatment here?

A: The correction in Eq.~(\ref{difference}) is $B_1^2/(6c_{11})=1.57$ kJ/m$^3$, or 0.4\% of $K_{\rm me}$. For the shear term I take $\lambda_{111}=100$ ppm, the strain along $[111]$ when the magnetization points there. Then $\alpha_i^2=\tfrac13$ and the diagonal strains vanish. Each free-crystal shear is $e_{ij}=-B_2\alpha_i\alpha_j/(2c_{44})=-B_2/(6c_{44})$. Projection on $[111]$ adds six such terms, each weighted by $\tfrac13$, so $\lambda_{111}=-B_2/(3c_{44})$ and $B_2=-27$ MJ/m$^3$. The product $s(1-s)$ is at most $\tfrac14$, and the shear term in Eq.~(\ref{full}) is at most $B_2^2/(8c_{44})=1.01$ kJ/m$^3$ in magnitude. Both terms are far smaller than the uncertainty in the inputs. One further second-order term is larger and concerns $K_1$. Letting all six strains of a free crystal relax adds $[B_1^2/(c_{11}-c_{12})-B_2^2/(2c_{44})]$ times the cubic angular function, so a $K_1$ measured on a free crystal exceeds the fixed-strain $K_1$ used here by $22.3-4.05\simeq18$ kJ/m$^3$. A tabulated value should be reduced by that amount; $K_{\rm net}$ is unaffected.

Q: Which input worries you most?

A: The strain is a small difference between two nearly equal lengths. If the bulk film spacing were smaller by 0.0005 nm, $K_{\rm me}$ would rise by 16\%. The magnetostriction enters in direct proportion, so a 30\% change in $\lambda_{100}$ changes $K_{\rm me}$ by 30\% with the other inputs held fixed. Nonlinear coupling is less certain. As an illustration, suppose $B_1$ is multiplied by $1+20\varepsilon_0$. The coefficient 20 is an assumption, not a measured property, and it would raise $K_{\rm me}$ by 7.6\%; the opposite sign would lower it by the same amount. Real coefficients can be much larger: values of several hundred have been reported for epitaxial iron films, enough to reverse the sign of $B_1$ at a strain of a few tenths of a percent.

Q: A 0.9 GPa stress may not survive as the film grows thicker. What if misfit dislocations relieve it?

A: This model does not predict the thickness at which they enter, but it does give the consequence of a uniform loss of strain. Setting $E_{[100]}=E_{[001]}$, with shape included, gives
\begin{equation}
\varepsilon_{\rm eq}
=\frac{K_{\rm sh}-B_1^2/(6c_{11})}{B_1F}
=0.093\% .
\end{equation}
Locating the crossing from numerically minimized energies, with the same inputs, gives the same value. It corresponds to losing 76\% of the coherent strain, with all material constants held fixed. This is equality of two energies, not the field or strain at which an existing state must switch; positive $K_1$ can keep either state metastable near equality.

Q: A device also warms up. What happens at 400 K?

A: Two effects can be sized separately. If MgO expands by 3 ppm/K more than the film, an assumed difference, 100 K adds 0.03\% tensile strain. With $B_1$ fixed, that raises $K_{\rm me}$ by 7.9\%.

Thermal disorder acts the other way. For a rough estimate, use classical mean-field spins with Curie temperature $T_c=790$ K and a magnetoelastic energy quadratic in each spin's direction. Let $c$ be the cosine of the angle between a spin and the mean magnetization. Its Boltzmann weight is $e^{xc}$, with
\begin{equation}
m=\langle c\rangle=L(x)=\coth x-\frac1x,
\qquad x=\frac{3mT_c}{T}.
\end{equation}
The factor 3 makes $m$ vanish at $T_c$, because $L(x)\simeq x/3$ at small $x$. Integrating $c^2e^{xc}$ by parts gives $\langle c^2\rangle=1-2m/x$. Averaging the quadratic energy over spins distributed symmetrically about $\boldsymbol\alpha$ preserves its angular form and multiplies it by
\begin{equation}
\langle P_2\rangle=\tfrac12(3\langle c^2\rangle-1)
=1-\frac{3m}{x}.
\end{equation}
Between 300 and 400 K this factor falls to 0.796 of its starting value, and the magnetization to 0.922. At fixed strain and stiffness, $K_{\rm me}$ becomes 324 kJ/m$^3$. The shape energy scales as $m^2$ and becomes 85.5 kJ/m$^3$, leaving $K_{\rm net}=238$ kJ/m$^3$. Cobalt ferrite has opposed sublattices and quantum spins; the same mean-field estimate with spin $\tfrac52$ or $\tfrac32$ gives 0.83 or 0.85 in place of 0.796. More important, its anisotropy and magnetostriction come largely from the orbital moment of the Co$^{2+}$ ions, which this model does not contain, and its measured cubic anisotropy falls much more steeply over this range. The real loss may therefore be larger, and these numbers illustrate the mechanism rather than predict its size.

Q: Then how should I compare all this with an actual film?

A: Cobalt ferrite on MgO$(001)$ is a known case of strain-driven perpendicular magnetization, and the model gives that orientation. The inputs are in the usual range, but $\lambda_{100}$ depends strongly on composition and on how the cations occupy their sites. Values near $-600$ ppm are also reported and would double $K_{\rm me}$, and some measured films show a perpendicular anisotropy several times the value computed here, so the agreement concerns the orientation, not the size. Full coherence is an assumption that a real film may break: losing a quarter of the strain lowers $K_{\rm me}$ to about 305 kJ/m$^3$ and $K_{\rm net}$ to about 204 kJ/m$^3$, other constants being fixed. Real films also contain antiphase boundaries, where the magnetic order is disturbed, and they may have interface anisotropy; neither is included. For a wide, uniformly magnetized film with negligible interface anisotropy, and with $K_1$ positive and large compared with the second-order magnetoelastic terms, the design condition is that $-\tfrac32\lambda_{100}\sigma$ exceed $\tfrac12\mu_0M_s^2$, apart from a small second-order correction. The bulk $\lambda_{100}$ may be used in this rule only if $B_1$ does not change appreciably with the film strain. Magnetic domains are not included; in thicker films they can lower the shape energy and so shift this threshold. The values used here are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Cobalt ferrite on MgO(001), rough typical inputs
film lattice spacing: 0.8392 nm
twice MgO lattice spacing: 0.8424 nm
c11: 260 GPa
c12: 150 GPa
c44: 90 GPa
lambda100: -300 ppm
lambda111: 100 ppm
saturation magnetization: 400 kA/m
cubic anisotropy K1: 200 kJ/m3
Curie temperature: 790 K
room temperature: 300 K
hot temperature: 400 K
in-plane strain: 0.3813 %
normal strain: -0.44 %
strained normal lattice spacing: 0.8355 nm
Poisson ratio along cube axes: 0.3659
in-plane stress: 0.9034 GPa
B1: 49.5 MJ/m3
B2: -27 MJ/m3
Poisson enhancement factor: 2.154
K without normal strain: 188.8 kJ/m3
K_me: 406.5 kJ/m3
K_me converted: 4.065 Merg/cm3
share of K_me from normal strain: 53.57 %
shape energy: 100.5 kJ/m3
K_net: 306 kJ/m3
K_net converted: 3.06 Merg/cm3
anisotropy field, K1 omitted: 1.53 T
initial stiffness field, K1 included: 2.53 T
strain for equal [001] and [100] energies: 0.09282 %
strain relaxation at equality: 75.66 %
test disc thickness: 20 nm
test disc radius: 5 um
central demagnetizing factor of disc: 0.998
second-order B1 term in energy difference: 1.571 kJ/m3
largest second-order B2 angular term: 1.013 kJ/m3
assumed film lattice error: 0.0005 nm
K_me change if film spacing is smaller by this: 15.69 %
assumed substrate minus film expansion: 3 ppm/K
thermal strain from 300 to 400 K: 0.03 %
K_me change from thermal strain alone: 7.867 %
assumed relative coupling slope per unit strain: 20
K_me change from this coupling slope: 7.626 %
mean-field magnetization ratio 400/300 K: 0.9224
mean-field coupling ratio 400/300 K: 0.7959
K_me at 400 K, fixed strain: 323.6 kJ/m3
shape energy at 400 K: 85.53 kJ/m3
K_net at 400 K, fixed strain: 238 kJ/m3
\end{verbatim}
